# How Many Tail States Does a 300-Atom Oxide Cell Contain?

## Problem

Disorder in an amorphous semiconductor spreads electronic levels from the band edges into the gap. These levels form the band tails. A film of amorphous oxide has $n_{\rm at}=8\times10^{22}$ atoms per cm³ and $N_t=2\times10^{18}$ conduction-band tail states per cm³, counted over the whole tail. A cubic, periodically repeated cell of $N_{\rm at}=300$ atoms is used to model it.

(a) How many tail states does a piece of the film of this size contain on average?

(b) What is the chance that it contains at least one?

(c) How many atoms, or how many independent cells, are needed to find one?

(d) How does the answer change with the density and the energy width of the tail?

(e) If a cell does contain a tail state, can it represent that state properly? Take a tail width of 13 meV and an effective mass of 0.34 electron masses.

## Solution

### (a) The mean count

The cell has the volume

$$V=\frac{N_{\rm at}}{n_{\rm at}}=\frac{300}{8\times10^{22}\ \mathrm{cm^{-3}}}=3.75\times10^{-21}\ \mathrm{cm^3}.$$

Since $1\ \mathrm{cm^3}=10^{21}\ \mathrm{nm^3}$, this is $3.75\ \mathrm{nm^3}$, and the edge is $L=V^{1/3}=1.554$ nm.

Now place a box of volume $V$ at a random position in a film of volume $V_f$, so large that its surfaces do not matter. Assign each tail state to the point at which it is centred. A given centre lies inside the box for a fraction $V/V_f$ of all box positions. The film contains $N_tV_f$ states, and the mean of a sum is the sum of the means, so the mean count is

$$\mu=N_tV_f\,\frac{V}{V_f}=N_tV=\frac{N_tN_{\rm at}}{n_{\rm at}}.$$

The film volume has cancelled. With the numbers,

$$\mu=\frac{(2\times10^{18})(300)}{8\times10^{22}}=0.0075,$$

or about 0.008. The value 0.0075 lies midway between 0.007 and 0.008. The numerical output shows 0.007 in its rounded line because the number stored in binary form falls just below the midpoint. The difference has no physical meaning.

Nothing was assumed about how the states are arranged relative to one another. If they gather in groups, fewer boxes contain any state and some of those contain several, but the mean stays the same.

Nor does the mean depend on assigning a state to a single point. One may instead credit the box with the part of $|\psi|^2$ that lies inside it. Averaged over box positions, every volume element of the state is inside for the same fraction $V/V_f$ of the time, and $\int|\psi|^2d^3r=1$, so each state again contributes $V/V_f$.

A "state" here is whatever $N_t$ counts. If $N_t$ counts the two spin directions separately, the mean number of spatial levels is half as large, 0.00375. Whether the states are occupied does not enter, so neither does the temperature, apart from its effect on the structure itself.

### (b) The chance of finding a state

A single box contains a whole number of centres, so 0.0075 is an average over many boxes. Let $p_k$ be the probability of finding $k$ centres. The chance of finding at least one is

$$P=\sum_{k\ge1}p_k\le\sum_{k\ge1}k\,p_k=\mu,$$

because each term on the right is at least as large as its partner on the left. For any arrangement of the states, therefore, the chance is at most 0.75 %.

To obtain a value rather than a bound, an arrangement must be assumed. Let the $N_tV_f$ centres be placed independently. Each misses the box with probability $1-V/V_f$, and all of them miss it with probability

$$p_0=\left(1-\frac{V}{V_f}\right)^{N_tV_f}\longrightarrow e^{-N_tV}=e^{-\mu}\qquad(V_f\to\infty).$$

The limit follows from $\ln(1-x)\approx-x$ for small $x=V/V_f$. Hence

$$P=1-e^{-\mu}\approx\mu-\frac{\mu^2}{2}=0.0075-0.00003=0.00747,$$

which is 0.747 %. The correction to $P\approx\mu$ is small because a box with two states is much rarer than a box with one.

Clustering can be seen in a simple case. Suppose that the states come in tight pairs which a box never splits. There are then half as many independent objects, and $P\approx\mu/2$. If the box boundary can split a pair, $P$ lies between $\mu/2$ and $\mu$.

Both arrangements were sampled by throwing 500 000 cubes of edge $L$ at random into a periodic film of edge 200 nm with 16 000 states. Independent centres gave a mean of 0.00759. Pairs 0.3 nm apart gave 0.00758. The expected statistical error is $\sqrt{0.0075/500\,000}\approx0.00012$ for independent centres and somewhat larger, about 0.00016, for pairs, because their counts scatter more. Both means therefore agree with 0.0075. The chance of finding a state was 0.757 % for independent centres and 0.477 % for pairs. Pairing changes the chance and leaves the mean alone, as derived.

### (c) How much material is needed

Setting $\mu=1$ in $\mu=N_tN_{\rm at}/n_{\rm at}$ gives the number of atoms that share one tail state:

$$N_{\rm at}=\frac{n_{\rm at}}{N_t}=\frac{8\times10^{22}}{2\times10^{18}}=40\,000.$$

They fill a cube of edge 7.94 nm. Even this cube may be empty: for independent centres the probability is $e^{-1}=0.368$. Sampling gave 0.366 for independent centres and 0.586 for the pairs. The second number is close to $e^{-1/2}\approx0.61$, the value for unsplit pairs, and lies below it because some pairs are split by the cube's faces.

Alternatively, one can use many 300-atom cells. One state is expected per $1/\mu=133$ cells. For independent centres each cell is empty with probability $e^{-\mu}$, so $M$ independent cells are all empty with probability $(e^{-\mu})^M=e^{-M\mu}$. To have a 95 % chance of at least one state, $M$ must satisfy

$$1-e^{-M\mu}\ge0.95.$$

Rearranging gives $e^{-M\mu}\le0.05=1/20$. Taking the logarithm and changing the sign on both sides gives

$$M\ge\frac{\ln20}{\mu}=\frac{2.996}{0.0075}=399.4,$$

so 400 cells are needed. They must be independent structures. Successive snapshots of one structure vibrating about the same atomic arrangement do not count separately. When the sampled cubes were grouped in batches of 400, 95.1 % of the batches contained a state.

### (d) Other tails

An exponential tail has the density of states

$$g(E)=g_0\,e^{-E/E_U},$$

where $E\ge0$ is the depth below the conduction-band edge, $g_0$ the density of states at the edge, and $E_U$ the tail width. The integrated density is

$$N_t=\int_0^\infty g_0e^{-E/E_U}\,dE=g_0\Big[-E_Ue^{-E/E_U}\Big]_0^\infty=g_0E_U.$$

Extending the integral to infinity is harmless when the gap is many times wider than $E_U$. For $E_U=13$ meV,

$$g_0=\frac{2\times10^{18}\ \mathrm{cm^{-3}}}{0.013\ \mathrm{eV}}=1.54\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}}.$$

At fixed $g_0$ the count is proportional to the width. The table keeps the cell at 300 atoms and $8\times10^{22}$ cm⁻³ throughout. The third row keeps $g_0$ at the value just found and widens the tail to 100 meV; the other rows vary $N_t$ directly.

| Tail density $N_t$ (cm⁻³) | Mean count $\mu$ | Cells per state $1/\mu$ |
|---|---:|---:|
| $2\times10^{17}$ | 0.00075 | 1333 |
| $2\times10^{18}$ | 0.0075 | 133 |
| $1.54\times10^{19}$ (100 meV) | 0.058 | 17 |
| $2\times10^{19}$ | 0.075 | 13 |
| $2\times10^{20}$ | 0.75 | 1.3 |

A single cell reaches one state on average at $N_t=1/V=2.67\times10^{20}$ cm⁻³. This gives a way to read a calculation. Suppose that a few independently made 300-atom models nearly all show a localized gap state. Since $P\le\mu$, a chance $P$ near one needs a mean count of about one or more. The density of such states in the models is then probably a few times $10^{20}$ cm⁻³ or higher, far above $2\times10^{18}$ cm⁻³. Either the models are more defective than the film, or the states seen are not the tail states that $N_t$ counts.

### (e) Can the cell represent a tail state?

The count says how often a state is centred in the cell. It does not say that the state fits. To estimate its size, treat it as an electron of effective mass $m^*$ bound by a local potential well. Write the spherically symmetric wave function as $\psi=u(r)/r$. Outside the well, where the potential is zero and the energy is $-E$, the Schrödinger equation is

$$-\frac{\hbar^2}{2m^*}\,u''=-E\,u,\qquad\text{so}\qquad u''=\frac{2m^*E}{\hbar^2}\,u.$$

The solution that stays finite at large distance is $u\propto e^{-r/\lambda}$. Its second derivative is $u/\lambda^2$, which gives

$$\lambda=\sqrt{\frac{\hbar^2}{2m^*E}}.$$

For $m^*$ equal to 0.34 electron masses, $\hbar^2/(2m^*)=0.1121\ \mathrm{eV\,nm^2}$. At the typical depth $E=E_U$,

$$\lambda=\sqrt{\frac{0.1121}{0.013}}\ \mathrm{nm}=2.94\ \mathrm{nm}.$$

A numerical solution of the radial equation, for a well of radius 0.5 nm whose depth was adjusted to bind the electron by 13 meV, gave the same decay length. In that solution roughly 40 % of the electron's probability lies within a sphere of the cell's volume centred on the well. This share depends on the chosen well radius; the decay length outside the well does not.

In a periodic cell the nearest copy of the well is one edge $L$ away, so the states of neighbouring copies meet at $L/2=0.777$ nm. This is much less than $\lambda$. The copies overlap strongly, and the calculation describes a regular array of coupled wells instead of one isolated tail state. For the well of radius 0.5 nm, the zone-centre level of this array lies 0.26 eV below the band edge of the well-free medium instead of 13 meV, and 95 % of it is the uniform plane wave, so it does not look localized. A well of the same radius and depth 1.0 eV, too shallow to bind an electron in isolation, gives a level at 0.19 eV.

As a rough criterion, let a state fit if $\lambda\le L/2$. Solving $\lambda=L/2$ for the depth gives

$$E_{\rm fit}=\frac{\hbar^2}{2m^*(L/2)^2}=\frac{0.1121}{(0.777)^2}\ \mathrm{eV}=0.186\ \mathrm{eV}.$$

The fraction of an exponential tail that lies deeper than this is

$$\frac{1}{g_0E_U}\int_{E_{\rm fit}}^\infty g_0e^{-E/E_U}\,dE=e^{-E_{\rm fit}/E_U}=e^{-0.186/0.013}\approx6\times10^{-7}.$$

The exponent is about 14, so a modest change in the criterion changes this fraction by orders of magnitude. The criterion is lenient: a 0.5 nm well that binds by 0.186 eV in isolation gives a zone-centre level about 0.44 eV deep in the periodic cell, so a state that just meets it is still poorly represented. What survives is the conclusion that, within this model, nearly the whole 13 meV tail is too shallow for the cell. Making hundreds of small cells would cure the poor statistics of part (c) but not this error of size. The 40 000-atom cube does better, though not perfectly: its half edge of 3.97 nm exceeds $\lambda$, but the factor $e^{-r/\lambda}$ has fallen only to about 0.26 there, and the 13 meV level moves to about 18 meV. An overlap of this size is also present in the film. For independent centres at $2\times10^{18}$ cm⁻³ the mean distance to the nearest neighbour is 4.4 nm, half of which is less than $\lambda$, and two wells at that distance give levels at 17 and 7 meV. The isolated well therefore gives the size of a tail state only as an estimate; the shallower states of the real tail are not isolated from one another.

There is also a level that must not be counted by mistake. Every periodic cell has a lowest conduction level, whether or not it contains a tail state. In the effective-mass picture of a cell without wells, the levels at the zone centre are plane waves with wave-vector components that are multiples of $2\pi/L$. The lowest has zero wave vector and is the extended band-edge state. The next lies higher by

$$\Delta=\frac{\hbar^2}{2m^*}\left(\frac{2\pi}{L}\right)^2=1.83\ \mathrm{eV}.$$

A real band is not parabolic so far from its edge, so $\Delta$ is a scale and not a prediction. It does show that a lone level, well separated from those above it, is what a small cell gives even without a tail. A shallow tail state looks just as extended in such a cell. To identify a tail state one must show that its wave function is localized in a cell large compared with its decay length, and that its depth no longer changes when the cell is enlarged.

### The real material

The numbers are rough typical values for the conduction-band tail of amorphous InGaZnO₄, used in thin-film transistors. With a rough mass density of 6.1 g/cm³ and seven atoms per formula unit, the atomic density is $8.19\times10^{22}$ cm⁻³ and the mean count becomes 0.0073, a reduction of about 2 %. The tail density is much less certain, since it depends on how the film was deposited and annealed; a factor of ten in $N_t$ is a factor of ten in $\mu$. The assumption most open to doubt is that the computer model is a fair sample of the film. A model cooled from the melt within a short simulation can hold more defects than an annealed film, and its own $N_t$ must then be used. The result also belongs to the conduction-band side. Near the valence band of this material the density of gap states is much higher, very roughly $10^{20}$ cm⁻³ or more. At $10^{20}$ cm⁻³ the mean count is already 0.375, so a 300-atom cell may well contain such a state.

## Calculated quantities

```
atoms in cell: 300
atomic density: 8.00e+22 cm^-3
tail-state density: 2.00e+18 cm^-3
tail width E_U: 13 meV
edge density of states g0: 1.538e+20 eV^-1 cm^-3
effective mass: 0.34 electron masses
cell volume: 3.750e-21 cm^3
cell volume: 3.750 nm^3
cell edge L: 1.554 nm
half edge L/2: 0.777 nm
MEAN TAIL STATES PER CELL: 0.0075
same, one significant digit: 0.007
spatial levels if N_t counts spin: 0.00375
chance of at least one state: 0.747 %
atoms for one state on average: 40000
edge of that larger cube: 7.94 nm
cells for one state on average: 133.3
cells for 95 % chance: 400
N_t for one state per cell: 2.667e+20 cm^-3
sampled film edge: 200 nm, states: 16000
random cubes thrown: 500000
sampled mean, independent: 0.00759
sampled mean, pairs: 0.00758
pair distance: 0.3 nm
sampled chance, independent: 0.757 %
sampled chance, pairs: 0.477 %
larger cube empty, Poisson: 0.368
larger cube empty, independent: 0.366
larger cube empty, pairs: 0.586
sampled success of 95 % batches: 95.1 %
mass density: 6.1 g/cm3
atomic density from it: 8.192e+22 cm^-3
mean count with it: 0.00732
mean count at N_t = 2e+17 cm^-3: 0.00075
mean count at N_t = 2e+19 cm^-3: 0.07500
mean count at N_t = 2e+20 cm^-3: 0.75000
broader tail width: 100 meV
its N_t at same g0: 1.538e+19 cm^-3
its mean count: 0.0577
hbar^2/(2 m*): 0.1121 eV nm^2
decay length at depth E_U: 2.936 nm
same from radial equation: 2.936 nm
well radius: 0.5 nm, depth: 1.266 eV
share inside cell-volume sphere: 38.6 %
depth with decay length L/2: 0.186 eV
fraction of tail beyond it: 6.3e-07
next zone-centre level above edge: 1.83 eV
```
